# Current-Independent Relaxation of the Mean Si-H Vibrational Quantum Number

Suppose the Si-H bond at a silicon/oxide interface is described by two vibrational levels, the ground level and one excited level. Carriers in the channel drive it up with rate $u$ and down with rate $d$, and the excited population obeys $\dot P_1=u(1-P_1)-dP_1$. It relaxes at the rate $u+d$, which grows with current. Anyone who used this to extract a vibrational lifetime from the mean excitation during a current pulse would subtract a current-dependent part that, for a harmonic bond, is not there. It comes from cutting the ladder after its first step. On the full harmonic ladder the mean quantum number relaxes at the same rate for every current, provided that the carriers induce upward and downward steps with equal coefficients.

Let the levels be $n=0,1,2,\dots$ with spacing $\hbar\omega$ and populations $P_n$. Phases between levels are assumed to be lost quickly, so that rates suffice, and each event changes $n$ by one. If the coupling is linear in the bond displacement $q$, the rates carry the factor

$$|\langle n+1|q|n\rangle|^2\propto n+1 .$$

An upward step from $n$ therefore has weight $n+1$, and a downward step from $n$ has weight $n$. The lattice, at fixed temperature $T$, contributes

$$n\to n+1:\ (n+1)\gamma n_B,\qquad n\to n-1:\ n\gamma(1+n_B),\qquad n_B=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

The carriers contribute $(n+1)S$ upward and $nS$ downward. An upward step requires a carrier to lose $\hbar\omega$, a downward step requires it to gain $\hbar\omega$, and each coefficient contains the carrier occupations and densities of states for its own process. Their equality is thus a condition on the carriers. It holds approximately when those factors change little over an energy $\hbar\omega$. For carriers with a thermal distribution at temperature $T_e$, detailed balance fixes the ratio of the upward to the downward coefficient at $e^{-\hbar\omega/k_BT_e}$, so near equality then requires $k_BT_e\gg\hbar\omega$. With a current density $j$ and an effective cross section $\sigma$, we write $S=\sigma j/q_e$, where $q_e$ is the elementary charge.

Collecting the two sources gives

$$u=S+\gamma n_B,\qquad d=S+\gamma(1+n_B),\qquad d-u=\gamma .$$

The current has already dropped out of the difference $d-u$. What remains is to show that this difference alone governs the mean. Define the net probability current from level $n$ to level $n+1$,

$$J_n=(n+1)\left(uP_n-dP_{n+1}\right),\qquad \dot P_n=J_{n-1}-J_n,\qquad J_{-1}=0 .$$

Multiply by $n$ and sum up to a finite level $M$. Shifting the index in the first sum gives

$$\frac{d}{dt}\sum_{n=0}^{M}nP_n=\sum_{n=0}^{M-1}(n+1)J_n-\sum_{n=0}^{M}nJ_n=\sum_{n=0}^{M-1}J_n-MJ_M .$$

The last term must vanish as $M\to\infty$. Since $J_M$ itself grows like $M$ times a population, it is enough that $M^2P_M\to0$, which has to be proved for later times and not merely for the start.

The proof uses the geometric distribution of mean $g$,

$$G_n=\frac{g^n}{(1+g)^{n+1}},\qquad \frac{\partial\ln G_n}{\partial g}=\frac ng-\frac{n+1}{1+g}=\frac{n-g}{g(1+g)} .$$

Insert it into the right side of the master equation, using $G_{n-1}/G_n=(1+g)/g$ and $G_{n+1}/G_n=g/(1+g)$. Divided by $G_n$, the right side is

$$nu\frac{1+g}{g}-(n+1)u-nd+(n+1)d\frac{g}{1+g}
=u\frac{n-g}{g}-d\frac{n-g}{1+g}
=\frac{n-g}{g(1+g)}\left[u(1+g)-dg\right].$$

The left side is $\dot g\,(n-g)/[g(1+g)]$. The two agree for every $n$ if $\dot g=u-\gamma g$, so a geometric distribution stays geometric while its mean moves.

Now let the initial populations satisfy $P_n(0)\le C\,G_n(0)$ for some constant $C$ and some $g(0)>0$. Any start on finitely many levels does so, as does a thermal one. Consider first a ladder that ends at level $M$, with upward steps out of $M$ counted as lost. The differences $CG_n-P_n$ with $n\le M$ start non-negative. They obey the same rate equations, with an additional non-negative inflow from $CG_{M+1}$. Since all gain terms have non-negative coefficients, the differences remain non-negative. The bound does not depend on where the ladder ends, so it survives $M\to\infty$. For bounded $S(t)$ the mean $g$ stays bounded over any finite time, the populations fall geometrically with $n$, and $MJ_M\to0$ uniformly over that time.

The remaining sum can then be evaluated. With $m=\sum_n nP_n$ and $\sum_nP_n=1$,

$$\dot m=\sum_{n=0}^{\infty}J_n=u\sum_{n=0}^{\infty}(n+1)P_n-d\sum_{n=0}^{\infty}(n+1)P_{n+1}=u(m+1)-dm ,$$

and therefore

$$\boxed{\;\dot m=\gamma(n_B-m)+S\;}$$

No higher moment appears, so the equation is closed. The carriers add $(m+1)S$ quanta per unit time and remove $mS$. The parts proportional to $m$ cancel and leave $S$, a heating power $\hbar\omega S$ that does not depend on how excited the bond already is. Only the lattice supplies a restoring term.

Because the derivation never used a constant $S$, it also covers a varying current. Multiplying by $e^{\gamma t}$ and integrating gives

$$m(t)=m(0)e^{-\gamma t}+\int_0^t e^{-\gamma(t-s)}\left[\gamma n_B+S(s)\right]ds .$$

For a constant current this becomes

$$m(t)=m_\infty+\left[m(0)-m_\infty\right]e^{-\gamma t},\qquad m_\infty=n_B+\frac S\gamma .$$

The current sets the destination, and $\gamma$ sets the rate of approach. At $S=0$ the destination is the thermal occupation; for $S\gg\gamma n_B$ it is close to $S/\gamma$, still approached at the rate $\gamma$. A larger current does bring the bond to a given excitation sooner, because the initial slope is $S$ for a thermal start. The time to cover a given fraction of the rise is unchanged. This holds for the mean, not for each population. From a thermal start the distribution stays geometric, so $P_1=m/(1+m)^2$, and the course of this population towards its final value does depend on current.

The same independence holds for the decay rates of the factorial moments $F_k=\langle f_k\rangle$, with $f_k(n)=n(n-1)\cdots(n-k+1)$. These products satisfy

$$f_k(n+1)-f_k(n)=kf_{k-1}(n),\qquad n\left[f_k(n-1)-f_k(n)\right]=-kf_k(n),$$

and $(n+1)f_{k-1}(n)=f_k(n)+kf_{k-1}(n)$, because $f_k(n)=(n-k+1)f_{k-1}(n)$. Weighting the upward change by $u(n+1)$ and the downward change by $dn$ gives

$$\dot F_k=uk\left(F_k+kF_{k-1}\right)-dkF_k=-k\gamma F_k+k^2uF_{k-1}.$$

Without feeding, each moment would decay at its own rate $k\gamma$. Because the one below feeds it, its approach to the steady value at constant current contains the rates $\gamma,2\gamma,\dots,k\gamma$ and in general ends at $\gamma$. The current enters through the feeding term; it can change the weights of these rates, but not the rates themselves. This does not make every rate in the problem independent of current: level $n$ is left at the total rate $(n+1)u+nd$, which rises with $S$. Individual steps become more frequent in both directions, while their net effect on the mean keeps the same restoring rate.

A numerical evolution of the master equation shows this without assuming the endpoint. With $n_B=0.1$, a start in $n=3$ and 150 levels, three equally spaced values of the mean determine its decay rate. For $S/\gamma=0$, $0.5$ and $2$ the result is $1.000000\,\gamma$ each time.

For a worked case, take round values in the rough regime of an Si-H stretching vibration: $\hbar\omega=0.25$ eV, $T=300$ K and $1/\gamma=1$ ns, with an assumed effective cross section of $10^{-18}$ cm². At $j=10$ MA/cm²,

$$S=\frac{(10^{-18}\ \mathrm{cm^2})(10^{7}\ \mathrm{A/cm^2})}{1.602\times10^{-19}\ \mathrm{C}}=6.24\times10^{7}\ \mathrm{s^{-1}}=0.0624\ \mathrm{ns^{-1}} .$$

Since $n_B=6.3\times10^{-5}$, the steady mean is $m_\infty=0.0625$. At 3 MA/cm² the coefficient is $S=0.0187$ ns⁻¹ and $m_\infty=0.0188$. One nanosecond after turn-on from thermal equilibrium, a fraction $1-e^{-1}$ of the rise is complete, and the means are $0.0395$ and $0.0119$. Both currents reach 90 % of their rise after $\ln 10/\gamma=2.30$ ns. The two-level description, in which the mean is simply $P_1$, would instead have given the mean a relaxation rate $u+d=\gamma+2u=1.125$ ns⁻¹ at the larger current, an error of 12.5 % relative to $\gamma$.

The steady distribution is geometric with ratio $r=u/d$, so it has the form of a thermal distribution at the vibrational temperature

$$T_{\mathrm{vib}}=\frac{\hbar\omega}{k_B\ln(1/r)} .$$

This is 727 K at 3 MA/cm² and 1024 K at 10 MA/cm², while the lattice remains at 300 K.

Bond breaking responds to current quite differently. Let the bond break on the upward step out of level $N-1$, here with $N=10$ and an energy $N\hbar\omega=2.5$ eV. When breaking is slow compared with $\gamma$, a nearly uniform small current $J$ runs up the ladder. Writing $P_n=r^n\phi_n$ and using $dr^{n+1}=ur^n$ gives

$$J=(n+1)ur^n(\phi_n-\phi_{n+1}),\qquad \phi_N=0,\qquad \phi_0\simeq1-r .$$

Dividing by the prefactor and summing over $n$ yields

$$\frac1J\simeq\frac{1}{1-r}\sum_{n=0}^{N-1}\frac{1}{(n+1)ur^n} .$$

For small $r$ the last term dominates. Since $u(1-r)=u\gamma/d=\gamma r$, the breaking rate is approximately $J\simeq N\gamma r^N$. The next term lengthens the breaking time by the relative amount $rN/(N-1)$. At 10 MA/cm², $r=0.0588$, the leading estimate is 202 s, and this correction of 6.5 % accounts for most of the difference from the full mean first-passage time of 216 s. At 3 MA/cm² the full time is $2.2\times10^7$ s. With all other parameters fixed, a current smaller by a factor 3.3 thus lengthens the breaking time by about $10^5$, although the relaxation rate of the mean is the same.

The constant relaxation rate can be lost when an assumption about the ladder or the carriers fails, and in some cases the closure is lost too. If the ladder has a reflecting top level $L$, the upward sum stops at $L-1$, so that

$$\dot m=u-\gamma m-(L+1)uP_L .$$

The extra term involves a single population, and in general the equation is no longer closed. For $L=1$, where $P_1=m$, it gives back the two-level rate $\gamma+2u$. For ten levels and a strong drive $S=5$ ns⁻¹, the slowest relaxation rate is 2.17 ns⁻¹, compared with 1.00 ns⁻¹ at $S=0$. At the currents of the worked case the top is almost empty, and the bond-loss rate at 10 MA/cm² is only $4.6\times10^{-12}\gamma$.

If the coefficients are unequal, the carrier terms become $S_\uparrow(m+1)-S_\downarrow m$, and the relaxation rate is

$$\gamma+S_\downarrow-S_\uparrow .$$

For carriers of 1 eV and a final density of states proportional to the square root of energy, $S_\uparrow=S\sqrt{0.75}$ and $S_\downarrow=S\sqrt{1.25}$. The rate then rises by $0.252\,S$, or 1.6 % of $\gamma$ at 10 MA/cm². In the limit of cold carriers that can absorb a quantum but not supply one, $S_\uparrow=0$; for $S_\downarrow=S$ the increase is the whole of $S$, 6.2 %. This is not an upper bound. If the upward coefficient is held at $S$ and the carriers are thermal, the increase is $S(e^{\hbar\omega/k_BT_e}-1)$, which at 10 MA/cm² is 10 % of $\gamma$ for $T_e=3000$ K and 107 % for $T_e=1000$ K. For the increase to fall to 5 % of $\gamma$, such carriers would have to be at about 4900 K. Equal coefficients are therefore an assumption of the worked case, and thermal carriers in a real channel do not satisfy it unless they are very hot.

A coupling quadratic in $q$ permits two-quantum steps with rates $S_2(n+1)(n+2)$ upward and $S_2n(n-1)$ downward. They change the mean at the rate

$$2S_2\left\langle(n+1)(n+2)-n(n-1)\right\rangle=8S_2m+4S_2 .$$

The equation is still closed, but its relaxation rate is $\gamma-8S_2$, and the mean settles only if $8S_2<\gamma$. The geometric bound above does not cover these steps, whose rates grow as $n^2$; near that threshold the steady populations fall off slowly with $n$. An assumed $S_2=0.01\,S$ lowers it by 0.5 % at 10 MA/cm².

Anharmonicity alters the step strengths. In a Morse potential with a first quantum of 0.25 eV and 2.50 eV from the ground level to breaking, the second step is $b=2.0525$ times as strong as the first, instead of twice. Keep only steps between neighbouring levels, let the lattice and carrier rates both scale with these strengths, and neglect $n_B$. Under the lattice alone, a weighted population $\sum_n w_nP_n$ with $w_0=0$ and $w_1=1$ decays at the single rate $\gamma$ if $\gamma b(w_1-w_2)=-\gamma w_2$, which gives $w_2=b/(b-1)$. The corresponding decaying mode moves population from level 1 to level 0. To first order, the carriers change its growth rate by

$$S\left[b(w_2-w_1)-w_1\right]-Sw_1=S(w_2-2)=-S\,\frac{b-2}{b-1} .$$

The relaxation rate therefore rises by $0.050\,S$, in agreement with the 0.31 % found from the 15-level Morse ladder at 10 MA/cm². For $b=2$ the shift vanishes, as it must. An anharmonic bond also permits direct steps over two levels, even when the coupling is linear in $q$. If the carriers drive them and the lattice does not, they nearly cancel this small shift; if both drive them in proportion to the same strengths, it stays near $0.05\,S$. Its value therefore depends on which steps each source is allowed.

Set beside a real transistor, the quantum is of the right rough size for Si-H, 2.5 eV is near the activation energy reported for hydrogen release from the interface bond (about 2.6 to 2.8 eV) but well below the Si-H bond energy of a silane molecule (about 3.9 eV), and a nanosecond is a plausible order of magnitude for the stretch lifetime, which is less certain at a buried oxide interface. In a conducting layer 3 nm thick, 10 MA/cm² corresponds to 0.30 mA per µm of width, within the rough range of channel currents. The cross section is a weak input: it stands for an average over carrier energies, and the breaking rate on the harmonic ladder varies roughly as $S^{10}$. The breaking times also depend on keeping the ladder harmonic all the way to 2.5 eV. The Morse potential above has 20 bound levels instead of 10, and with neighbouring steps only, at rates scaled by its step strengths, the breaking time at 10 MA/cm² is longer by a factor of millions or more, depending on how the last step out of the well is treated. Direct steps over two or more levels, if the carriers can drive them, reduce that factor by orders of magnitude. The breaking times thus illustrate the model and are not lifetime predictions. Real devices also warm up under current, which violates the assumption of fixed $\gamma$. If the stretch decays into three equal lower quanta of occupation $b_3$, the downward and upward processes scale as $(1+b_3)^3$ and $b_3^3$, so $\gamma\propto(1+b_3)^3-b_3^3$. An assumed warming from 300 K to 350 K raises $\gamma$ by 7.6 %. A measured relaxation rate that depends on current would therefore not by itself rule out equal induced coefficients; the lattice temperature would have to be held fixed or corrected for. The numerical output lists the values for each current.

## Numbers as computed

```
vibrational quantum: 0.25 eV
lattice temperature: 300 K
relaxation rate gamma: 1.00 1/ns
effective cross section: 1.0e-18 cm^2
Bose occupation n_B: 6.313e-05
levels below breaking: 10
breaking energy on ladder: 2.50 eV
time to 90 % of the rise, ln(10)/gamma: 2.303 ns
test ladder, S/gamma = 0.0: rate/gamma = 1.000000
test ladder, S/gamma = 0.5: rate/gamma = 1.000000
test ladder, S/gamma = 2.0: rate/gamma = 1.000000
-- current density 0 MA/cm^2
excitation coefficient S: 0.00000 1/ns
extracted relaxation rate: 1.000000 1/ns
steady mean quantum number: 0.000063
vibrational temperature: 300 K
rate of leaving n = 0: 0.00006 1/ns
-- current density 3 MA/cm^2
excitation coefficient S: 0.01872 1/ns
extracted relaxation rate: 1.000000 1/ns
steady mean quantum number: 0.018788
vibrational temperature: 727 K
rate of leaving n = 0: 0.01879 1/ns
line current in a 3 nm layer: 0.09 mA/um
mean 1 ns after turn-on: 0.011899
fraction of rise at ln(10)/gamma: 0.9000
population ratio r = u/d: 0.01844
mean bond-breaking time: 2.244e+07 s
estimate 1/(N gamma r^N): 2.198e+07 s
-- current density 10 MA/cm^2
excitation coefficient S: 0.06242 1/ns
extracted relaxation rate: 1.000000 1/ns
steady mean quantum number: 0.062478
vibrational temperature: 1024 K
rate of leaving n = 0: 0.06248 1/ns
line current in a 3 nm layer: 0.30 mA/um
mean 1 ns after turn-on: 0.039517
fraction of rise at ln(10)/gamma: 0.9000
population ratio r = u/d: 0.05880
mean bond-breaking time: 2.164e+02 s
estimate 1/(N gamma r^N): 2.023e+02 s
-- neglected effects at 10 MA/cm^2, change of relaxation rate
unequal final densities, 1 eV carriers: +1.57 %
cold carriers, downward only: +6.24 %
two-quantum steps, S2/S = 0.01: -0.50 %
Morse energy from ground level to breaking: 2.50 eV
Morse strength of step 1-2 over step 0-1: 2.0525
Morse anharmonicity: +0.31 %
self-heating by 50 K: +7.62 %
bond loss rate over gamma: 4.62e-12
10-level reflecting ladder, S = 0: gap 1.0000 1/ns
10-level reflecting ladder, S = 5 1/ns: gap 2.1699 1/ns
```
